**Nonretarded Lifshitz free energy from surface modes**

The program tests $F=-A/(12\pi L^2)$ with $A=\tfrac32kT\sum'_n\mathrm{Li}_3(\Delta_1\Delta_2)$ for half-spaces 1 and 2 across liquid 3 of thickness $L$. Here $\Delta_i=(\varepsilon_i-\varepsilon_3)/(\varepsilon_i+\varepsilon_3)$ is taken at the imaginary Matsubara frequencies, and the prime gives $n=0$ half weight. It diagonalizes the coupled polarization oscillators, with the liquid's Debye loss resolved into undamped ones, and asserts that their summed free energies reproduce $A$ within 0.2 %. The output shows 14.271 zJ from the modes and 14.269 zJ from the formula, against 16.705 zJ if the static term had full weight. Further assertions cover the matching determinant, the product form of sinh, the wavevector integral, the pressure, and the static term with and without salt by finite-difference determinants. For the model oxide particle 2 nm from an oxide film, the energy is −94.62 μJ/m². The program also sizes retardation, salt screening, double-layer repulsion and roughness; the repulsion at 25 mV is the largest of these, at 43 % of the attraction.

## Program and output

```python
"""Nonretarded Lifshitz free energy of half-spaces 1 and 2 across liquid 3.

Result under test, per unit area and relative to infinite gap L:
  F = kT/(2 pi) sum'_n int k dk ln(1 - d1 d2 exp(-2 k L)) = -A/(12 pi L^2)
  A = (3/2) kT sum'_n Li3(d1 d2),  di = (eps_i - eps_3)/(eps_i + eps_3)
eps is taken at imaginary frequency i xi_n, hbar xi_n = 2 pi n kT, and the
prime gives n = 0 the weight 1/2. Energies are in eV, lengths in nm.
The independent road: diagonalize the polarization oscillators, add up the
free energies kT ln(2 sinh(hbar omega/2kT)) and integrate over k.
"""
import numpy as np
from scipy import constants as sc

E = sc.e
TEMPERATURE = 300.0
KT = sc.k * TEMPERATURE / E
HBARC = sc.hbar * sc.c / E * 1e9          # eV nm
ZJ = E * 1e21                             # zJ per eV
MICRO = E * 1e24                          # uJ/m2 per eV/nm2
KPA = E * 1e24                            # kPa per eV/nm3

# Round model parameters: (strength, energy in eV) of each oscillator
PARTICLE = [(7.0, 0.06), (2.1, 13.0)]
FILM = [(1.7, 0.10), (1.1, 13.0)]
LIQUID = [(2.5, 0.05), (0.8, 13.0)]
DEBYE_STRENGTH, DEBYE_ENERGY = 75.0, 7e-5
GAP = 2.0
FACET_SIDE = 50.0
SALT_MM = 1.0
SURFACE_POTENTIAL = 0.025                 # V
ROUGHNESS = 0.3                           # nm, rms of the gap


def eps_osc(oscillators, x):
    return 1 + sum(s / (1 + (x / w) ** 2) for s, w in oscillators)


def eps_liquid(x):
    return eps_osc(LIQUID, x) + DEBYE_STRENGTH / (1 + x / DEBYE_ENERGY)


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def li3(p):
    p = np.asarray(p, dtype=float)
    total, power = np.zeros_like(p), np.ones_like(p)
    for s in range(1, 201):
        power = power * p
        total = total + power / s**3
    return total


def matching(w1, w3, w2, t):
    """Continuity of field and flux; columns: body 1, two liquid waves, body 2.
    t is the decay of a liquid wave across the gap."""
    return np.array([[1, -1, -t, 0], [0, -t, -1, 1],
                     [w1, w3, -w3 * t, 0], [0, -w3 * t, w3, w2]], dtype=float)


def log_gap(w1, w3, w2, decay):
    """ln(1 - R1 R2 exp(-2 decay)), with w = flux weight times decay constant."""
    r1, r2 = (w1 - w3) / (w1 + w3), (w2 - w3) / (w2 + w3)
    return np.log1p(-r1 * r2 * np.exp(-2 * decay))


# ---- Matsubara evaluation of the derived formula
N_MAX = 4000
xi = 2 * np.pi * KT * np.arange(N_MAX + 1)
weight = np.ones(N_MAX + 1)
weight[0] = 0.5
e1, e2, e3 = eps_osc(PARTICLE, xi), eps_osc(FILM, xi), eps_liquid(xi)
d1, d2 = (e1 - e3) / (e1 + e3), (e2 - e3) / (e2 + e3)
product = d1 * d2
terms = 1.5 * KT * weight * li3(product)
A = terms.sum()
A_static, A_rest = terms[0], terms[1:].sum()
cut_shift = terms[N_MAX // 2 + 1:].sum()
assert abs(cut_shift / A) < 1e-4

# ---- Test: matching determinant against the closed dispersion function
rng = np.random.default_rng(3)
for _ in range(20):
    w1, w3, w2, decay = rng.uniform(0.2, 5, 4)
    ratio = (np.linalg.det(matching(w1, w3, w2, np.exp(-decay)))
             / np.linalg.det(matching(w1, w3, w2, 0.0)))
    assert abs(np.log(ratio) - log_gap(w1, w3, w2, decay)) < 1e-10

# ---- Test: product form of sinh (the cut product leaves a tail of 1/N)
x_test = 3.0
n_arr = np.arange(1, 200001)
log_product = np.log(x_test) + np.log1p((x_test / (2*np.pi*n_arr))**2).sum()
assert abs(log_product - np.log(2 * np.sinh(x_test / 2))) < 1e-5

# ---- Test: k integral gives the trilogarithm
y, wy = gauss(0, 14, 80)
for p in (-0.8, 0.05, 0.7):
    integral = np.sum(wy * y * np.log1p(-p * np.exp(-2 * y)))
    assert abs(integral + li3(p) / 4) < 1e-8

# ---- Modes from the equations of motion of the polarization oscillators.
# The Debye loss is resolved into undamped oscillators on a logarithmic grid.
step = 0.25
u = np.exp(np.arange(-8, 15 + step / 2, step))
debye = [(DEBYE_STRENGTH * 2 / np.pi * v / (1 + v * v) * step,
          v * DEBYE_ENERGY) for v in u]
all_osc = ([(s, w, 0) for s, w in PARTICLE]
           + [(s, w, i) for i in (1, 2) for s, w in LIQUID + debye]
           + [(s, w, 3) for s, w in FILM])
strength = np.array([o[0] for o in all_osc])
omega0 = np.array([o[1] for o in all_osc])
wave = np.array([o[2] for o in all_osc])


def mode_energies(t):
    """hbar omega of the coupled modes; t = exp(-k L)."""
    m = matching(1, 1, 1, t)
    flux = m.copy()
    flux[:2] = 0
    norm = np.sqrt([1, 1 - t * t, 1 - t * t, 1])
    depol = norm[:, None] * np.linalg.solve(m, flux) / norm
    assert np.allclose(depol, depol.T, atol=1e-10)
    assert np.allclose(depol @ depol, depol, atol=1e-10)
    root = np.sqrt(strength)
    stiff = (np.eye(len(root))
             + root[:, None] * depol[np.ix_(wave, wave)] * root)
    chol = np.linalg.cholesky(stiff)
    # singular values keep the relative accuracy of the slow modes
    return np.linalg.svd(chol.T * omega0, compute_uv=False)


def log_two_sinh(energy):
    x = energy / (2 * KT)
    return x + np.log(-np.expm1(-2 * x))


far = mode_energies(0.0)
near = mode_energies(np.exp(-0.5))
static_modes = np.sum(np.log(near / far))
log_D0 = np.log1p(-product[0] * np.exp(-1.0))
assert abs(static_modes / (0.5 * log_D0) - 1) < 1e-3
first_modes = np.sum(np.log((near**2 + xi[1]**2) / (far**2 + xi[1]**2)))
log_D1 = np.log1p(-product[1] * np.exp(-1.0))
assert abs(first_modes / log_D1 - 1) < 2e-3

ym, wm = gauss(0, 8, 24)
mode_sum = [np.sum(log_two_sinh(mode_energies(np.exp(-v)))
                   - log_two_sinh(far)) for v in ym]
A_modes = -6 * KT * np.sum(wm * ym * np.array(mode_sum))
# tolerance: finite frequency range of the resolved Debye loss
assert abs(A_modes / A - 1) < 2e-3
A_full_weight = A + A_static
assert abs(A_modes / A_full_weight - 1) > 0.05
assert abs(A_modes / A_rest - 1) > 0.05


# ---- Energy and pressure by direct k integration at fixed k nodes
def energy_direct(gap):
    k, wk = gauss(0, 8, 100)
    logs = np.log1p(-product[None, :] * np.exp(-2 * k * gap)[:, None])
    return KT / (2 * np.pi) * np.sum(wk * k * (logs @ weight))


F = -A / (12 * np.pi * GAP**2)
pressure = -A / (6 * np.pi * GAP**3)
assert abs(energy_direct(GAP) / F - 1) < 1e-6
dl = 0.005
slope = (energy_direct(GAP + dl) - energy_direct(GAP - dl)) / (2 * dl)
assert abs(-slope / pressure - 1) < 1e-4
facet_energy = F * FACET_SIDE**2


# ---- Neglected effect: retardation
def retarded_energy(gap):
    x2 = (xi * gap / HBARC) ** 2
    yy = y[:, None]
    q1, q2, q3 = (np.sqrt(yy**2 + e * x2) for e in (e1, e2, e3))
    logs = log_gap(q1 / e1, q3 / e3, q2 / e2, q3) + log_gap(q1, q3, q2, q3)
    return KT / (2 * np.pi * gap**2) * np.sum(wy * y * (logs @ weight))


def retardation_ratio(gap):
    return retarded_energy(gap) / (-A / (12 * np.pi * gap**2))


assert abs(retardation_ratio(0.01) - 1) < 2e-3
ret_2, ret_20 = retardation_ratio(GAP), retardation_ratio(10 * GAP)


# ---- Neglected effect: salt in the static term
def fluctuation_log(a1, a3, a2, k, kappa, gap, h=0.02):
    """Log of determinant ratio: both bodies * none / (1 alone * 2 alone)."""
    margin, ngap = round(8 / h), round(gap / h)

    def logdet(left, right):
        e = np.full(2 * margin + ngap, float(a3))
        mass = e * (k * k + kappa * kappa)
        if left:
            e[:margin], mass[:margin] = a1, a1 * k * k
        if right:
            e[margin + ngap:], mass[margin + ngap:] = a2, a2 * k * k
        diag = (e[:-1] + e[1:]) / h**2 + (mass[:-1] + mass[1:]) / 2
        off = -e[1:-1] / h**2
        matrix = np.diag(diag) + np.diag(off, 1) + np.diag(off, -1)
        return np.linalg.slogdet(matrix)[1]
    return logdet(1, 1) + logdet(0, 0) - logdet(1, 0) - logdet(0, 1)


for kap in (0.0, 0.8):
    s = np.hypot(1.0, kap)
    formula = log_gap(e1[0], e3[0] * s, e2[0], s * 0.6)
    numeric = fluctuation_log(e1[0], e3[0], e2[0], 1.0, kap, 0.6)
    assert abs(numeric / formula - 1) < 3e-3   # grid error of order h^2

ion_density = SALT_MM * sc.N_A               # 1 mM = 1 mol/m3
eps_abs = e3[0] * sc.epsilon_0
kappa_si = np.sqrt(2 * ion_density * E**2 / (eps_abs * sc.k * TEMPERATURE))
kappa = kappa_si * 1e-9
s_gap = np.sqrt(y**2 + (kappa * GAP) ** 2)
A_static_salt = -3 * KT * np.sum(
    wy * y * log_gap(e1[0] * y, e3[0] * s_gap, e2[0] * y, s_gap))

# ---- Neglected effect: double-layer repulsion, linearized, equal potentials
def midplane(width, n=400):
    h = width / n
    matrix = (np.diag(np.full(n - 1, 2 + h * h))
              - np.diag(np.ones(n - 2), 1) - np.diag(np.ones(n - 2), -1))
    rhs = np.zeros(n - 1)
    rhs[0] = rhs[-1] = 1
    return np.linalg.solve(matrix, rhs)[n // 2 - 1]


width0 = kappa * GAP
widths, ww = gauss(width0, width0 + 20, 30)
work = 0.5 * np.sum(ww * np.array([midplane(v) for v in widths]) ** 2)
shape = 1 - np.tanh(width0 / 2)
assert abs(work / shape - 1) < 2e-3
double_layer = eps_abs * kappa_si * SURFACE_POTENTIAL**2 * shape * 1e6

# ---- Neglected effect: roughness, local average over a sinusoidal gap
phase = 2 * np.pi * np.arange(400) / 400
rough = np.mean((1 + np.sqrt(2) * ROUGHNESS / GAP * np.cos(phase)) ** -2)
rough_leading = 1 + 3 * (ROUGHNESS / GAP) ** 2
assert abs(rough - rough_leading) < 0.01

# ---- Output
print(f"temperature: {TEMPERATURE:.0f} K; kT = {KT:.5f} eV")
print(f"gap: {GAP:.1f} nm; facet side: {FACET_SIDE:.0f} nm")
for name, osc in (("particle", PARTICLE), ("film", FILM), ("liquid", LIQUID)):
    print(f"{name} (strength, eV): {osc}")
print(f"liquid Debye: strength {DEBYE_STRENGTH:.0f}, {DEBYE_ENERGY:.1e} eV")
print(f"first Matsubara energy: {xi[1]:.4f} eV")
for n in (0, 1, 50):
    print(f"n={n}: eps1 {e1[n]:.3f}, eps2 {e2[n]:.3f}, eps3 {e3[n]:.3f}")
    print(f"n={n}: d1 {d1[n]:.4f}, d2 {d2[n]:.4f}, d1*d2 {product[n]:.5f}")
print(f"Li3(d1*d2) at n=0: {float(li3(product[0])):.4f}")
print(f"kL=0.5: sum ln(omega/omega_inf) from modes: {static_modes:.5f}")
print(f"kL=0.5: half of ln D(0): {0.5 * log_D0:.5f}")
print(f"kL=0.5: n=1 mode product, log: {first_modes:.6f}")
print(f"kL=0.5: ln D(i xi_1): {log_D1:.6f}")
print(f"A, n=0 part with half weight: {A_static * ZJ:.3f} zJ")
print(f"A, n>=1 part: {A_rest * ZJ:.3f} zJ")
print(f"A, total: {A * ZJ:.3f} zJ = {A / KT:.3f} kT")
print(f"n=0 share of A: {100 * A_static / A:.1f} %")
print(f"A from diagonalized modes: {A_modes * ZJ:.3f} zJ")
print(f"A if n=0 had full weight: {A_full_weight * ZJ:.3f} zJ")
print(f"Matsubara terms: {N_MAX}; A shift from half: {cut_shift*ZJ:.1e} zJ")
print(f"free energy per area: {F * MICRO:.2f} uJ/m2")
print(f"pressure (minus = attraction): {pressure * KPA:.2f} kPa")
print(f"facet energy: {facet_energy:.3f} eV = {facet_energy / KT:.1f} kT")
print(f"retarded/nonretarded energy at {GAP:.0f} nm: {ret_2:.4f}")
print(f"retarded/nonretarded energy at {10 * GAP:.0f} nm: {ret_20:.4f}")
print(f"salt: {SALT_MM:.0f} mM; Debye length {1 / kappa:.2f} nm")
print(f"n=0 part of A with salt at {GAP:.0f} nm: {A_static_salt*ZJ:.3f} zJ")
print(f"A with salt at {GAP:.0f} nm: {(A_rest + A_static_salt)*ZJ:.3f} zJ")
print(f"surface potential: {SURFACE_POTENTIAL * 1e3:.0f} mV")
print(f"double-layer repulsion: {double_layer:.2f} uJ/m2")
print(f"repulsion/attraction: {double_layer / abs(F * MICRO):.3f}")
print(f"roughness {ROUGHNESS:.1f} nm rms: energy factor {rough:.4f}")
print(f"roughness, leading-order factor: {rough_leading:.4f}")
print("all tests passed")
```

It prints:

```
temperature: 300 K; kT = 0.02585 eV
gap: 2.0 nm; facet side: 50 nm
particle (strength, eV): [(7.0, 0.06), (2.1, 13.0)]
film (strength, eV): [(1.7, 0.1), (1.1, 13.0)]
liquid (strength, eV): [(2.5, 0.05), (0.8, 13.0)]
liquid Debye: strength 75, 7.0e-05 eV
first Matsubara energy: 0.1624 eV
n=0: eps1 10.100, eps2 3.800, eps3 79.300
n=0: d1 -0.7740, d2 -0.9085, d1*d2 0.70326
n=1: eps1 3.940, eps2 2.567, eps3 2.049
n=1: d1 0.3159, d2 0.1123, d1*d2 0.03548
n=50: eps1 2.511, eps2 1.791, eps3 1.576
n=50: d1 0.2287, d2 0.0639, d1*d2 0.01462
Li3(d1*d2) at n=0: 0.7842
kL=0.5: sum ln(omega/omega_inf) from modes: -0.14968
kL=0.5: half of ln D(0): -0.14968
kL=0.5: n=1 mode product, log: -0.013139
kL=0.5: ln D(i xi_1): -0.013139
A, n=0 part with half weight: 2.436 zJ
A, n>=1 part: 11.833 zJ
A, total: 14.269 zJ = 3.445 kT
n=0 share of A: 17.1 %
A from diagonalized modes: 14.271 zJ
A if n=0 had full weight: 16.705 zJ
Matsubara terms: 4000; A shift from half: 8.5e-04 zJ
free energy per area: -94.62 uJ/m2
pressure (minus = attraction): -94.62 kPa
facet energy: -1.476 eV = -57.1 kT
retarded/nonretarded energy at 2 nm: 0.9147
retarded/nonretarded energy at 20 nm: 0.4505
salt: 1 mM; Debye length 9.70 nm
n=0 part of A with salt at 2 nm: 2.318 zJ
A with salt at 2 nm: 14.150 zJ
surface potential: 25 mV
double-layer repulsion: 40.60 uJ/m2
repulsion/attraction: 0.429
roughness 0.3 nm rms: energy factor 1.0715
roughness, leading-order factor: 1.0675
all tests passed
```
